# Neutral coated spheres and the exact conductivity of their assemblage

## Definitions and conventions

A conductor carries a steady current with the local law $\mathbf J=\sigma\mathbf E$, where $\mathbf E=-\nabla u$ and $\nabla\cdot\mathbf J=0$. The conductivity $\sigma$ is a positive scalar at each point. At an interface the potential $u$ and the normal current $\mathbf J\cdot\mathbf n$ are continuous, so an interface has no resistance of its own.

A coated sphere has a core of radius $a$ and conductivity $\sigma_1$, and a shell of conductivity $\sigma_2$ reaching to radius $b$. Write

$$f=(a/b)^3,\qquad \Delta=\sigma_1-\sigma_2,\qquad D=3\sigma_2+(1-f)\Delta ,$$

with $0<f<1$. The sphere lies in a host of conductivity $\sigma_h$, and the field far away is $\mathbf E_0=E_0\hat{\mathbf x}$. The angle $\theta$ is measured from $\hat{\mathbf x}$.

For a body $\Omega$ of volume $|\Omega|$, impose $u=-\mathbf E_0\cdot\mathbf x$ on the boundary. The mean field is then $\mathbf E_0$, because $\int_\Omega\nabla u\,dV=\oint u\,\mathbf n\,dS$ depends on boundary values alone. The effective conductivity is defined by $\langle J_x\rangle=\sigma_{\rm eff}E_0$, where angle brackets denote a volume mean.

There are two claims. First, the field outside the sphere is undisturbed if and only if $\sigma_h=\sigma_*$, where

$$\sigma_*=\sigma_2+\frac{3f\sigma_2\Delta}{D}. \tag{1}$$

Inside the sphere the field does change if $\sigma_1\ne\sigma_2$. Second, a body filled by scaled copies of the sphere, all with the same $f$ and with sizes running down to zero, has $\sigma_{\rm eff}=\sigma_*$.

## First derivation: the fields themselves

**One sphere.** In a uniform region $u$ obeys Laplace's equation. Its solutions with the angular dependence of the applied field are $r\cos\theta$ and $\cos\theta/r^2$, so in region $i$

$$u=-\left(A_ir+\frac{B_i}{r^2}\right)\cos\theta,\qquad E_r=\left(A_i-\frac{2B_i}{r^3}\right)\cos\theta .$$

The core is $i=1$, the shell $i=2$ and the host $i=3$. Regularity at the centre gives $B_1=0$, and the applied field gives $A_3=E_0$. If these forms satisfy all interface conditions they are the solution, since the problem has only one.

Continuity of $u$ and of $\sigma E_r$ at $r=a$ reads

$$A_1=A_2+\frac{B_2}{a^3},\qquad \sigma_1A_1=\sigma_2\left(A_2-\frac{2B_2}{a^3}\right).$$

Adding $2\sigma_2$ times the first equation to the second removes $B_2$. Subtracting the second from $\sigma_2$ times the first removes $A_2$. Thus

$$A_2=\frac{\sigma_1+2\sigma_2}{3\sigma_2}A_1,\qquad \frac{B_2}{a^3}=-\frac{\Delta}{3\sigma_2}A_1 . \tag{2}$$

At $r=b$ we have $B_2/b^3=fB_2/a^3$. With $\sigma_1+2\sigma_2=3\sigma_2+\Delta$, the amplitudes of potential (divided by $b$) and of radial current on the inner side are

$$P=A_2+\frac{B_2}{b^3}=\frac{3\sigma_2+\Delta-f\Delta}{3\sigma_2}A_1=\frac{D}{3\sigma_2}A_1,$$

$$Q=\sigma_2\left(A_2-\frac{2B_2}{b^3}\right)=\frac{3\sigma_2+\Delta+2f\Delta}{3}A_1=\frac{D+3f\Delta}{3}A_1 .$$

Their ratio is $Q/P=\sigma_2(D+3f\Delta)/D=\sigma_*$, which is (1). It is positive, because $D=(1-f)\sigma_1+(2+f)\sigma_2$ and $D+3f\Delta=(1+2f)\sigma_1+2(1-f)\sigma_2$.

The host must match these amplitudes:

$$E_0+\frac{B_3}{b^3}=P,\qquad \sigma_h\left(E_0-\frac{2B_3}{b^3}\right)=\sigma_*P .$$

Substituting $P$ from the first into the second gives $(\sigma_h-\sigma_*)E_0=(\sigma_*+2\sigma_h)B_3/b^3$, or

$$\frac{B_3}{b^3}=-\frac{\sigma_*-\sigma_h}{\sigma_*+2\sigma_h}E_0 . \tag{3}$$

The dipole vanishes if and only if $\sigma_h=\sigma_*$, which proves the first claim. In that case $P=E_0$, so the core field is $A_1=3\sigma_2E_0/D$. In a uniform applied field, the sphere cannot be told from outside from a piece of the host. If the host were shell material instead, a dipole would remain whenever $\sigma_1\ne\sigma_2$.

**What a neutral sphere does to its surroundings.** On the surface of a neutral sphere $u=-\mathbf E_0\cdot\mathbf x$ and $\mathbf J\cdot\mathbf n=\sigma_*\mathbf E_0\cdot\mathbf n$. If its centre is away from the origin, a constant added to $u$ preserves this. For any smooth $\varphi$, using $\nabla\cdot\mathbf J=0$ in the ball $B$ and the divergence theorem twice,

$$\int_B\mathbf J\cdot\nabla\varphi\,dV=\oint\varphi\,\sigma_*\mathbf E_0\cdot\mathbf n\,dS=\sigma_*\mathbf E_0\cdot\int_B\nabla\varphi\,dV . \tag{4}$$

The core surface adds nothing, since the normal current is continuous there. Equation (4) contains only $f$ and the conductivities, so it holds for every size of sphere.

**Filling the body.** Take a bounded body whose boundary has zero volume. Small cubes of a fine enough grid can fill at least half the volume of any bounded open set. A ball inscribed in each cube takes up a fraction $\pi/6$ of it, so finitely many non-overlapping balls cover at least $\pi/12$ of the set. Removing them leaves an open set, on which the step is repeated. After $m$ stages the uncovered fraction is at most $(1-\pi/12)^m$, which tends to zero.

In every ball put the neutral-sphere potential. It differs from $-\mathbf E_0\cdot\mathbf x$ by a function $v_j$ that vanishes on the surface of ball $j$. Choosing $\varphi=-u$ in (4) gives the dissipation

$$\int_B\sigma E^2\,dV=\sigma_*\mathbf E_0\cdot\int_B\mathbf E\,dV=\sigma_*E_0^2|B| ,$$

because the mean field in the ball is $\mathbf E_0$, again from boundary values. The total is finite, so the $v_j$ add up to a function with square-integrable gradient that vanishes on the boundary of $\Omega$. For any $\varphi$ that vanishes on that boundary, summing (4) over the balls gives

$$\int_\Omega\mathbf J\cdot\nabla\varphi\,dV=\sigma_*\mathbf E_0\cdot\int_\Omega\nabla\varphi\,dV=0 .$$

This is the weak form of $\nabla\cdot\mathbf J=0$; it includes current conservation across all the interfaces. The solution is unique: if $w$ is the difference of two solutions, $\varphi=w$ gives $\int\sigma|\nabla w|^2dV=0$, hence $w=0$. Finally, $\varphi=x$ in (4), summed over the balls, gives $\langle J_x\rangle=\sigma_*E_0$. The second claim follows.

## Second derivation: a flow in radius and two energy bounds

**One sphere.** Let the conductivity be a positive function $\sigma(r)$ inside $b$, uniform near the centre, and write $u=-R(r)\cos\theta$. The angular part of the Laplacian multiplies $\cos\theta$ by $-2/r^2$, so

$$(r^2\sigma R')'=2\sigma R .$$

Follow the ratio of radial current to potential,

$$s(r)=\frac{r\sigma R'}{R} .$$

Near the centre $R\propto r$ with a positive factor, and integrating the radial equation shows that $r^2\sigma R'$ stays positive. Thus $R$ grows and $s$ is never singular. Both $R$ and $\sigma R'$ are continuous at interfaces, and so is $s$.

Since $r^2\sigma R'=r(r\sigma R')$, the radial equation gives $r(r\sigma R')'=2\sigma R-r\sigma R'$. Differentiating $s$ then yields

$$r\frac{ds}{dr}=\frac{r(r\sigma R')'}{R}-\frac{(r\sigma R')(rR')}{R^2}
=2\sigma-s-\frac{s^2}{\sigma}=-\frac{(s-\sigma)(s+2\sigma)}{\sigma}. \tag{5}$$

In the uniform core the regular solution has $s=\sigma_1$. In the shell, set $w=(s-\sigma_2)/(s+2\sigma_2)$. Then $dw/ds=3\sigma_2/(s+2\sigma_2)^2$, and (5) becomes

$$r\frac{dw}{dr}=-\frac{3\sigma_2}{(s+2\sigma_2)^2}\,\frac{(s-\sigma_2)(s+2\sigma_2)}{\sigma_2}=-3w .$$

So $w\propto r^{-3}$, and between $a$ and $b$ it falls by the factor $f$:

$$\frac{s(b)-\sigma_2}{s(b)+2\sigma_2}=f\,\frac{\sigma_1-\sigma_2}{\sigma_1+2\sigma_2}. \tag{6}$$

Call the right side $w_b=f\Delta/(3\sigma_2+\Delta)$. Solving for $s(b)$,

$$s(b)=\sigma_2\frac{1+2w_b}{1-w_b}=\sigma_2\frac{3\sigma_2+\Delta+2f\Delta}{3\sigma_2+\Delta-f\Delta}=\sigma_2\frac{D+3f\Delta}{D}=\sigma_* .$$

An undisturbed host has $R=E_0r$ and hence $s=\sigma_h$ at $b$. Continuity of $s$ therefore requires $\sigma_h=\sigma_*$. Conversely, when this holds, scaling the inner solution to $R(b)=E_0b$ makes its radial current match as well. The meaning of (5) is that each added layer pulls the apparent conductivity of the sphere towards its own.

**A finite packing.** Stop the filling when a volume fraction $\delta$ is uncovered, and let the gaps have conductivity $\sigma_0$. Let $\mathbf E$ and $\mathbf J$ be the true fields. Any trial field $\mathbf E_t=-\nabla u_t$ with the prescribed boundary potential differs from $\mathbf E$ by the gradient of a function that vanishes on the boundary. The cross term with $\mathbf J$ integrates to zero, so

$$\langle\sigma E_t^2\rangle=\langle\sigma E^2\rangle+\langle\sigma|\mathbf E_t-\mathbf E|^2\rangle\ge\langle\sigma E^2\rangle=\sigma_{\rm eff}E_0^2 .$$

The last equality holds because $\mathbf E-\mathbf E_0$ is also such a gradient, whence $\langle\mathbf J\cdot\mathbf E\rangle=\langle\mathbf J\rangle\cdot\mathbf E_0$. As trial, take the neutral-sphere field in the balls and $\mathbf E_0$ in the gaps. The dissipation in a ball needs surface data alone: it is $-\oint u\,\mathbf J\cdot\mathbf n\,dS=\sigma_*E_0^2|B|$. Hence

$$\sigma_{\rm eff}\le(1-\delta)\sigma_*+\delta\sigma_0 . \tag{7}$$

For the other side, let $\mathbf K$ be a divergence-free trial current with mean $\bar K\hat{\mathbf x}$, and let $\mathbf E$ now be the true field for an applied strength $E'$. Then

$$0\le\left\langle\sigma\left|\frac{\mathbf K}{\sigma}-\mathbf E\right|^2\right\rangle
=\left\langle\frac{K^2}{\sigma}\right\rangle-2\bar KE'+\sigma_{\rm eff}E'^2 ,$$

where $\langle\mathbf K\cdot\mathbf E\rangle=\bar KE'$ for the same reason as before. The choice $E'=\bar K/\sigma_{\rm eff}$ gives $1/\sigma_{\rm eff}\le\langle K^2/\sigma\rangle/\bar K^2$. Take for $\mathbf K$ the neutral-sphere current in the balls and $\sigma_*\mathbf E_0$ in the gaps. Its normal component is continuous, its mean is $\sigma_*\mathbf E_0$, and $\langle K^2/\sigma\rangle=(1-\delta)\sigma_*E_0^2+\delta\sigma_*^2E_0^2/\sigma_0$. Therefore

$$\left[\frac{1-\delta}{\sigma_*}+\frac{\delta}{\sigma_0}\right]^{-1}\le\sigma_{\rm eff} . \tag{8}$$

As $\delta\to0$ at fixed $\sigma_0$, both bounds tend to $\sigma_*$. If $\sigma_0=\sigma_*$, they agree at every stage of the filling.

## What each derivation assumes

Both derivations need a local linear law, real and positive conductivities, isotropic phases, perfect interfaces and the same $\sigma_*$ for every sphere. They differ in what else they use.

The first needs the layered form of the sphere explicitly and the complete packing. In return it gives the field at every point. For $\sigma_1>\sigma_2$, (2) has $B_2<0$, so in the shell the radial factor $A_2-2B_2/r^3$ exceeds the tangential factor $A_2+B_2/r^3$, which is positive. The largest shell field therefore lies at the poles of the core and equals $\sigma_1A_1/\sigma_2$.

The second needs only the value of $s$ at the surface. It covers a graded sphere, through (5), and a packing that stops at a finite size, through (7) and (8). Its price is that, for a packing with gaps, it gives bounds and not the field.

The flow also shows how an interface resistance $R_i$ (resistance times area) enters. Just inside $r=a$ the potential amplitude is $A_1a$ and the current amplitude is $\sigma_1A_1$. Crossing the interface adds $R_i\sigma_1A_1$ to the former, so $s$ drops from $\sigma_1$ to

$$\sigma_1'=\frac{\sigma_1}{1+\sigma_1R_i/a}. \tag{9}$$

This replaces $\sigma_1$ in (1). Since it depends on $a$, scaled copies no longer share one neutral host, and the exact result for the assemblage is lost.

## Limits and percolation

For $\sigma_1\to\infty$ at fixed $\sigma_2$, (1) tends to $\sigma_2(1+2f)/(1-f)$, which is finite for every $f<1$. For $\sigma_1\to0$ it tends to $2\sigma_2(1-f)/(2+f)$, which stays positive. There is thus no percolation threshold at any $f$ between 0 and 1: the shells separate the cores and carry the current past them. A film whose conducting grains touch has a different topology, and (1) should not be used to locate its threshold.

The sensitivity to the core follows by differentiating (1):

$$\frac{\partial\sigma_*}{\partial\sigma_1}=3f\sigma_2\frac{D-(1-f)\Delta}{D^2}=f\left(\frac{3\sigma_2}{D}\right)^2=f\left(\frac{A_1}{E_0}\right)^2. \tag{10}$$

Multiplied by $\sigma_1/\sigma_*$, this is the fraction of the total heat produced in the cores.

## A partly crystallised conducting oxide film

Take crystalline cores with $3\times10^{20}$ electrons per cm³ and mobility 40 cm²/Vs, in amorphous shells with $10^{20}$ cm⁻³ and 15 cm²/Vs. From $\sigma=en\mu$, $\sigma_1=1922.6$ and $\sigma_2=240.3$ S/cm. The largest spheres have $a=40$ nm and $b=50$ nm, so $f=0.8^3=0.512$. Then $\Delta=1682.3$ S/cm, $D=720.9+0.488\times1682.3=1541.9$ S/cm, and

$$\sigma_*=240.3+\frac{3(0.512)(240.3)(1682.3)}{1541.9}\approx643\ \text{S/cm},$$

or $6.43\times10^4$ S/m. A film 500 nm thick has a sheet resistance of $1/(643.1\times5\times10^{-5})=31.1$ ohm per square. The derivation carries over to in-plane current between end electrodes: $\varphi$ then vanishes on the electrodes, and $\hat{\mathbf x}\cdot\mathbf n=0$ on the insulating faces.

The core field is $720.9/1541.9\approx0.468$ of the applied field, while the largest shell field is 3.74 times the applied field. By (10) the slope is 0.112, and the cores produce $0.1119\times1922.6/643.1\approx33\%$ of the heat. Raising $\sigma_1$ by 10%, with all else fixed, raises $\sigma_*$ by only 3.2%. Even perfectly conducting cores would give no more than 997 S/cm.

A three-dimensional calculation tested the replacement of host by spheres, using a periodic packing of two sphere sizes that leaves 39.6% of the volume as gaps. With gaps of conductivity $\sigma_*$ it gave 645.0 S/cm, 0.31% above $\sigma_*$. The exact value is $\sigma_*$, so this difference is an error of the grid. The root-mean-square disturbance of the gap potential was 0.00066 of the total drop. Exchanging core and shell materials, with the gaps unchanged, gave 795 S/cm and a disturbance of 0.019. The better conductor then fills less of each sphere, 48.8% instead of 51.2%, but it forms the coating. With shell material in the gaps the result was 443 S/cm, inside the bounds of 387 and 484 S/cm from (8) and (7). The finite grid leaves an uncertainty of up to about 1% in these computed conductivities. It is largest for the exchanged case, which rises towards about 800 S/cm on finer grids.

**Beside real films.** Densities of $10^{20}$ to $10^{21}$ cm⁻³ and mobilities of some tens of cm²/Vs are roughly the regime of heavily doped transparent conducting oxides, and a sheet resistance of tens of ohms is ordinary there. The contrast of eight between the phases and the coated-sphere geometry are choices of the model. Real crystallites may touch, be columnar or have unequal coatings. A uniform trial field and a uniform trial current in the energy arguments above confine any arrangement of these two phases, at the same fractions and with perfect interfaces, to between 435 and 1102 S/cm. Flat layers crossed by the current in series reach the lower value, because the current is then uniform. Layers parallel to the current reach the upper value, because the field is then uniform. Both ends need an anisotropic arrangement. An isotropic mixture is confined by the Hashin–Shtrikman bounds to between 643 and 958 S/cm. The lower bound is $\sigma_*$ itself, and the upper is (1) with the materials exchanged and core fraction $1-f$. Geometry alone can therefore matter more than the corrections below.

A real packing also has a smallest sphere. If 5% of the volume is left over as shell material, the bounds are 593 and 623 S/cm, a reduction of 3.1 to 7.7%. So small a gap needs very small spheres. Starting from a face-centred cubic stack of the 50 nm spheres and filling the largest hole each time, roughly 16% is left when the outer radius reaches 7 nm, and roughly 10% at 2.5 nm. For a 16% gap the bounds are about 507 and 579 S/cm, a reduction of 10 to 21%. The mean free path is 5.5 nm in the core, already 14% of the largest core radius, so the local law $\mathbf J=\sigma\mathbf E$ fails well before the sizes reach zero.

The ballistic (Sharvin) resistance of a contact to the shell material sets a scale for the interface: with a conductance of $1.27\times10^9$ S/cm², $\sigma_1R_i/a=0.38$ at $a=40$ nm. By (9) and (1) the neutral conductivity falls by 11%, to 572 S/cm. For $a=10$ nm the same formula gives a fall of 32%, to 439 S/cm. There the shell is 2.5 nm thick, less than its Fermi wavelength of 4.4 nm, so this figure shows only the trend. These are estimates of size, since the true interface resistance depends on how electrons cross it: a clean interface between two diffusive conductors can add well under the full Sharvin value, and a strongly reflecting one adds more.

Charge also moves between the phases. The linear screening length of the shell is 0.93 nm, for an assumed mass of 0.3 electron masses and relative permittivity of 9. If the outer 0.93 nm of the largest core had the conductivity of the shell, the neutral conductivity of that sphere would fall by 6.4%. This shows the sensitivity to the edge of the core, but it is not the net effect of charge transfer. Electrons that leave the core enter the shell, where the mean square field at the interface is about 22 times larger, so the gain there can outweigh the loss in the core. The sign of the net change depends on how the band edges of the two phases align: transfer into the shell tends to raise the neutral conductivity, and transfer into the core tends to lower it. These estimates keep the mobilities fixed and use the local law in a layer thinner than the mean free path of the core and the Fermi wavelength of the shell, so they are a rough guide only.

Other effects are small here. The shell's Fermi energy of 0.26 eV is ten times $k_BT$ at 300 K, so the carriers are degenerate. At 1 V/cm the largest local field times the sphere diameter is 0.037 mV, far below $k_BT/e=25.9$ mV, which supports the linear law. The Joule power is 0.032 W/cm². Flowing through 0.5 mm of glass with a rough conductivity of 1 W/(m K), it warms the film by 0.16 K above the far face. The numerical output lists these values with their inputs. The heating is small only if the far face is held at fixed temperature; a plate cooled by still air alone would warm as a whole by some 20 K.

## Values computed for the example and the checks

```
core: density 3.0e+20 cm^-3, mobility 40 cm2/Vs
shell: density 1.0e+20 cm^-3, mobility 15 cm2/Vs
largest core radius 40 nm, outer radius 50 nm
film thickness 500 nm, temperature 300 K
applied in-plane field 1.0 V/cm
assumed mass ratio 0.3, relative permittivity 9
core volume fraction f = 0.512
core conductivity = 1922.6 S/cm
shell conductivity = 240.3 S/cm
effective conductivity s_star = 643.1 S/cm
parallel (volume) mean = 1101.7 S/cm
series (harmonic) mean = 435.4 S/cm
limit of perfectly conducting cores = 996.8 S/cm
sheet resistance = 31.1 ohm per square
core field / applied field = 0.4676
largest shell field / applied field = 3.741
shell coefficient A2 / applied field = 1.5586
shell coefficient B2 / (b^3 applied field) = -0.5586
outer dipole B/b^3, host s_star: size below 1e-12
outer dipole B/b^3, host = shell material: -0.3584
integral identity, relative error = 1.1e-15
3D grid: 48 cells per octant edge
3D packing, neutral host: 645.0 S/cm
  difference from s_star = 0.31 percent
3D packing, core and shell swapped: 795.1 S/cm
rms gap disturbance, neutral = 0.00066 of total drop
rms gap disturbance, swapped = 0.01896 of total drop
3D packing gap fraction = 0.3958
3D packing, shell material in gaps: 443.2 S/cm
  bounds: 386.6 to 483.7 S/cm
5 percent gaps of shell material: 593.4 to 622.9 S/cm
  change: -7.7 to -3.1 percent
slope d s_star / d s1 = 0.1119
core conductivity +10 percent: s_star +3.2 percent
mean free path: core 5.45 nm, shell 1.42 nm
Sharvin conductance of shell side = 1.27e+09 S/cm2
s1 R/a: 0.378 (a = 40 nm), 1.512 (a = 10 nm)
with that R, a = 40 nm: 572.2 S/cm, -11.0 percent
with that R, a = 10 nm: 438.6 S/cm, -31.8 percent
shell screening length = 0.93 nm
core radius less that length: 601.8 S/cm, -6.4 percent
shell Fermi energy = 0.262 eV, kT = 0.0259 eV
largest field times sphere diameter = 0.0374 mV
Joule power = 0.0322 W/cm2 of film
rise across 0.5 mm glass of 1 W/(m K): 0.16 K
```
